# Group Speeds of the Two Rashba Branches at One Energy

## The problem

Electrons move in a two-dimensional channel, the $xy$ plane, with the Hamiltonian

$$H=\frac{\hbar^2k^2}{2m}+\alpha(\sigma_xk_y-\sigma_yk_x).$$

Here $k=\sqrt{k_x^2+k_y^2}$, $\sigma_x$ and $\sigma_y$ are Pauli matrices, and the mass $m$ and the Rashba coefficient $\alpha>0$ are constants. There is no magnetic field. The spin term splits the parabolic band into two branches that touch at $k=0$. Energy is measured from this crossing.

Take $m=0.040\,m_0$, with $m_0$ the free-electron mass, so that $\hbar^2/m=1.9050$ eV nm². Take also $\alpha=10$ meV nm and a sheet density $n=1.0\times10^{12}$ cm⁻², at low temperature.

(a) On which branch do electrons at the Fermi energy move faster, and by how much?

(b) What changes if the Fermi energy lies below the crossing?

(c) Does the answer to (a) survive in a nonparabolic channel?

## A tempting solution to (a)

The spin term has a simple square. Since $\sigma_x^2=\sigma_y^2=1$ and $\sigma_x\sigma_y+\sigma_y\sigma_x=0$,

$$(\sigma_xk_y-\sigma_yk_x)^2=k_y^2+k_x^2=k^2.$$

Its eigenvalues are therefore $\pm k$, one of each sign because its trace is zero. The branches are

$$E_\pm(k)=\frac{\hbar^2k^2}{2m}\pm\alpha k.$$

At a given energy the lower branch reaches out to a larger wavevector than the upper one. For the given channel the Fermi wavevectors, derived below, are $k_+=0.24536$ nm⁻¹ and $k_-=0.25586$ nm⁻¹.

Momentum is $\hbar k$ and velocity is momentum divided by mass, so

$$\frac{\hbar k_+}{m}=7.101\times10^7\ \text{cm/s},\qquad \frac{\hbar k_-}{m}=7.405\times10^7\ \text{cm/s}.$$

The lower branch appears to be faster by about 4.2 % of the mean.

## Where it fails

The branches and the wavevectors are right. The fault is the step "velocity is momentum divided by mass". That rule holds when the Hamiltonian depends on $\mathbf k$ through the kinetic term alone. Here the spin term depends on $\mathbf k$ too, and it contributes to the velocity operator $\mathbf v=\hbar^{-1}\partial H/\partial\mathbf k$:

$$v_x=\frac{\hbar k_x}{m}-\frac{\alpha}{\hbar}\sigma_y,\qquad v_y=\frac{\hbar k_y}{m}+\frac{\alpha}{\hbar}\sigma_x.$$

The component along $\mathbf k$ is

$$\frac{k_xv_x+k_yv_y}{k}=\frac{\hbar k}{m}+\frac{\alpha}{\hbar}\,\frac{\sigma_xk_y-\sigma_yk_x}{k}.$$

The last fraction has the value $+1$ on the upper branch and $-1$ on the lower one. The component perpendicular to $\mathbf k$ is $(\alpha/\hbar)(\sigma_xk_x+\sigma_yk_y)/k$, which is proportional to the spin along $\mathbf k$. In an eigenstate the spin lies in the plane at right angles to $\mathbf k$, so this average is zero. The velocity along $\mathbf k$ is thus

$$v_\pm=\frac{\hbar k}{m}\pm\frac{\alpha}{\hbar},$$

which is also $\hbar^{-1}dE_\pm/dk$, as a group velocity must be.

The omitted term raises the speed on the branch with the smaller wavevector and lowers it on the other. Whether it reduces, cancels or reverses the difference depends on the wavevectors at equal energy.

## The right solution

**Wavevectors at energy $E>0$.** Define

$$k_\alpha=\frac{m\alpha}{\hbar^2},\qquad E_R=\frac{\hbar^2k_\alpha^2}{2m}=\frac{m\alpha^2}{2\hbar^2}.$$

Then $\alpha k=(\hbar^2/2m)\,2k_\alpha k$, and completing the square gives

$$E_\pm(k)=\frac{\hbar^2}{2m}\left[(k\pm k_\alpha)^2-k_\alpha^2\right].$$

Setting this equal to $E$ gives

$$(k\pm k_\alpha)^2=K^2,\qquad K=\sqrt{k_\alpha^2+\frac{2mE}{\hbar^2}}.$$

For $E>0$ we have $K>k_\alpha$. A wavevector magnitude cannot be negative, so the root $-K$ is excluded: it would give $k=-K\mp k_\alpha<0$ on both branches. One circle remains on each branch:

$$k_+=K-k_\alpha,\qquad k_-=K+k_\alpha.$$

**Speeds.** Since $\alpha/\hbar=\hbar k_\alpha/m$,

$$v_\pm=\frac{\hbar}{m}(k_\pm\pm k_\alpha)=\frac{\hbar}{m}(K\mp k_\alpha\pm k_\alpha)=\frac{\hbar K}{m}.$$

The branch label has disappeared. With $\hbar^2K^2/2m=E+E_R$, the common speed is

$$\boxed{v=\sqrt{\frac{2(E+E_R)}{m}}}$$

Neither branch is faster. Each branch is a piece of the same parabola, shifted along the $k$ axis by $k_\alpha$ one way or the other. A horizontal shift changes where a given energy is reached but leaves the slope there unchanged.

The separation $k_--k_+=2k_\alpha$ says the same thing. It does not depend on energy, so $dk_+/dE=dk_-/dE$, and each of these derivatives is $1/\hbar v_\pm$.

The equality refers to equal energy. At equal wavevector the velocities along $\mathbf k$ differ by $2\alpha/\hbar$.

**The limit $E\to0^+$** separates the two solutions sharply. There $k_+\to0$ and $k_-\to2k_\alpha$. The tempting rule would give speeds $0$ and $2\alpha/\hbar$, whereas both branches have slope $\alpha$ and hence speed $\alpha/\hbar$.

**From density to Fermi energy.** Each branch holds one state per allowed $\mathbf k$, which is $1/(4\pi^2)$ states per unit area of channel and of $\mathbf k$ space. With both circles filled,

$$n=\frac{\pi k_+^2+\pi k_-^2}{4\pi^2}=\frac{(K-k_\alpha)^2+(K+k_\alpha)^2}{4\pi}=\frac{K^2+k_\alpha^2}{2\pi}.$$

Thus $K^2=2\pi n-k_\alpha^2$. Inserting this in $E=(\hbar^2/2m)(K^2-k_\alpha^2)$ gives

$$E_F=\frac{\hbar^2}{m}(\pi n-k_\alpha^2).$$

The Fermi energy is above the crossing when $n>k_\alpha^2/\pi$.

**Numbers.** The shift is $k_\alpha=0.010/1.9050=0.00525$ nm⁻¹, and $E_R=0.026$ meV. The crossing corresponds to a density of $8.8\times10^8$ cm⁻², far below the given one. With $n=0.010$ nm⁻²,

$$E_F=1.9050\,(0.031416-0.000028)\ \text{eV}=59.8\ \text{meV},$$

$$K=\sqrt{0.062832-0.000028}\ \text{nm}^{-1}=0.2506\ \text{nm}^{-1}.$$

Subtracting and adding $k_\alpha$ gives the two wavevectors quoted earlier. The spin part of the velocity is $\alpha/\hbar=0.152\times10^7$ cm/s, so

$$v_+=(7.101+0.152)\times10^7=7.253\times10^7\ \text{cm/s},$$

$$v_-=(7.405-0.152)\times10^7=7.253\times10^7\ \text{cm/s}.$$

The common speed is $7.25\times10^5$ m/s. Finite-difference slopes of the numerically diagonalized Hamiltonian give the same value on both branches.

**What does differ.** The number of states per unit area below energy $E$ on one branch is $k_\pm^2/4\pi$. Its energy derivative is the density of states,

$$g_\pm=\frac{k_\pm}{2\pi}\frac{dk_\pm}{dE}=\frac{k_\pm}{2\pi\hbar v}.$$

The larger circle has more states because of its circumference. The shares are 48.95 % for the upper branch and 51.05 % for the lower. The sum is $2K/(2\pi\hbar v)=m/\pi\hbar^2$, the value without spin-orbit coupling.

## Part (b): below the crossing

The upper branch has $E_+\ge0$, so for $-E_R<E<0$ it has no states. On the lower branch $(k-k_\alpha)^2=K^2$ still holds, but now $K<k_\alpha$, and both roots are positive:

$$k_{\rm in}=k_\alpha-K,\qquad k_{\rm out}=k_\alpha+K.$$

The velocity along $\mathbf k$ is $(\hbar/m)(k-k_\alpha)$, which equals $-\hbar K/m$ on the inner circle and $+\hbar K/m$ on the outer one. The speeds are again equal and the boxed formula still gives them, but electrons on the inner circle move opposite to their wavevector. At $E=-E_R$ the circles merge and the speed is zero.

The filled region is now a ring, and the density is

$$n=\frac{k_{\rm out}^2-k_{\rm in}^2}{4\pi}=\frac{k_\alpha K}{\pi}.$$

It joins the earlier expression at $K=k_\alpha$, where both give $k_\alpha^2/\pi$.

## Part (c): a nonparabolic channel

Let the unsplit band be $\varepsilon(k)$ and let the branches be $E_\pm=\varepsilon(k)\pm s(k)$, with a small splitting function $s$. Let $k_0$ be the wavevector at which $\varepsilon(k_0)=E$, and write $k_\pm=k_0+\delta_\pm$. To first order in $s$,

$$E=\varepsilon(k_0)+\varepsilon'\delta_\pm\pm s\quad\Longrightarrow\quad\delta_\pm=\mp\frac{s}{\varepsilon'}.$$

The slopes at these two points are

$$\hbar v_\pm=\varepsilon'(k_0+\delta_\pm)\pm s'=\varepsilon'\mp\frac{s\,\varepsilon''}{\varepsilon'}\pm s',$$

and their difference is

$$\hbar(v_+-v_-)=2\left(s'-\frac{s\,\varepsilon''}{\varepsilon'}\right).$$

For the Rashba term with constant $\alpha$, $s=\alpha k$ and

$$v_+-v_-=\frac{2\alpha}{\hbar}\left(1-\frac{k\varepsilon''}{\varepsilon'}\right).$$

This vanishes at every $k$ only if $k\varepsilon''=\varepsilon'$, which means $\varepsilon'\propto k$: a parabola. With constant $\alpha$, and among bands whose slope varies slowly over the interval $k_--k_+$, as this first-order expansion assumes, the equality in (a) is a property of the parabolic band.

A simple model of a nonparabolic III-V conduction band is $\varepsilon(1+a\varepsilon)=X$, with $X=\hbar^2k^2/2m$. Differentiating gives $(1+2a\varepsilon)\varepsilon'=\hbar^2k/m$, and the definition itself gives $(1+2a\varepsilon)^2=1+4aX$. Therefore

$$\varepsilon'=\frac{\hbar^2k}{m}(1+4aX)^{-1/2}.$$

Because $k\,dX/dk=2X$, the logarithmic derivative of this slope is

$$\frac{k\varepsilon''}{\varepsilon'}=1-\frac12\,\frac{4a\cdot2X}{1+4aX}=1-\frac{4aX}{1+4aX},$$

and

$$v_+-v_-\approx\frac{2\alpha}{\hbar}\,\frac{4aX}{1+4aX}>0.$$

Take $a=2.0$ eV⁻¹ and keep the density and the band-bottom mass fixed. To this order $k_0^2=2\pi n$, so $X=1.9050\times0.031416=0.0598$ eV and $4aX=0.479$. The last fraction is 0.324, and the difference is $0.324\times2\times0.1519\times10^7=9.8\times10^5$ cm/s. The direct numerical solution gives $6.012\times10^7$ cm/s on the upper branch and $5.914\times10^7$ cm/s on the lower, a difference of 1.65 % of their mean. The upper branch is the faster one, contrary to the tempting solution.

This result rests on holding $\alpha$ constant. Suppose instead that the splitting enters on the other side of the band equation:

$$E(1+aE)=\frac{\hbar^2k^2}{2m}\pm\alpha k.$$

To first order the branches then lie at $\varepsilon\pm\alpha k/(1+2a\varepsilon)$. The effective coefficient $\alpha/(1+2a\varepsilon)$ falls as the energy rises, although the splitting itself still grows with $k$. Completing the square as before gives $k_\pm\pm k_\alpha=K'$, with

$$K'=\sqrt{k_\alpha^2+\frac{2mE(1+aE)}{\hbar^2}}.$$

Differentiating the band equation gives

$$(1+2aE)\,\hbar v_\pm=\frac{\hbar^2}{m}(k_\pm\pm k_\alpha)=\frac{\hbar^2K'}{m}.$$

The right-hand side and the factor $1+2aE$ are the same for both branches at one energy, so the speeds are equal again. At 53.9 meV, the Fermi energy of the constant-$\alpha$ nonparabolic model, both are $5.964\times10^7$ cm/s.

The answer to (c) is therefore conditional. Nonparabolicity by itself does not settle the matter; the energy dependence of the spin splitting must be known as well. The two forms used here are model assumptions, not derivations of that dependence, and they do not bracket it. Since $d(k_--k_+)/dE=1/\hbar v_--1/\hbar v_+$, the upper branch is faster where the separation $k_--k_+\approx2s/\varepsilon'$ grows with energy, as in the first form; the speeds are equal where it is constant, as in the second; and the lower branch is faster where it shrinks. The last case occurs when the Rashba coefficient falls with energy faster than the mass rises, as it does in Kane's band model for InAs.

## The model beside a real channel

The parameters are rough typical values for an InAs-based quantum well; the low-temperature mobility used below is modest for a good one. The mass of $0.040\,m_0$ is typical of electrons at the Fermi energy for this density, and the mass at the subband bottom is somewhat smaller. Part (c), which takes $0.040\,m_0$ as the band-bottom mass, therefore shows the size of the nonparabolic effect, not the speed in a particular well. Of the corrections considered here, the largest to the speed itself is nonparabolicity, which lowers the mean by about 18 % at fixed density and fixed band-bottom mass. The equality of the speeds is disturbed much less, by one or two percent, and the sign depends on how the splitting varies with energy. The upper branch is faster by the 1.65 % found above if $\alpha$ is constant. In a Kane envelope-function model of a 15 nm InAs well with the same 5 meV splitting, the lower branch is faster by roughly 1 to 1.5 %, depending on the barriers. The cubic Dresselhaus term below shifts either figure by up to about 0.8 percentage points, up or down with direction.

III-V crystals also lack inversion symmetry, which adds Dresselhaus coupling. For a well along a cube axis, with $x$ and $y$ along the other two, its linear part is $\beta(-k_x\sigma_x+k_y\sigma_y)$. Together with the Rashba term it gives a splitting $\pm kf(\theta)$, where $\theta$ is the direction of $\mathbf k$ and $f^2=\alpha^2+\beta^2-2\alpha\beta\sin2\theta$. Along a fixed $\theta$ this is the original problem with $\alpha$ replaced by $f$, so the radial velocities agree. The transverse velocities are $\pm f'(\theta)/\hbar$, equal in size and opposite in sign. The speeds remain equal, while the directions of motion separate. In a well of width $w$ with hard walls, $\beta=\gamma(\pi/w)^2$, where $\gamma$ is the bulk coefficient. For $w=15$ nm and a rough $\gamma=30$ meV nm³ this gives $\beta\approx1.3$ meV nm, and with the linear part alone the largest separation is about 0.6°.

The cubic part is $\gamma k_xk_y(k_y\sigma_x-k_x\sigma_y)$, which has the same spin direction as the Rashba term. For $\beta\ll\alpha$ it adds, to leading order, $\tfrac12\gamma k^3\sin2\theta$ to $s$. For a parabola $\varepsilon''/\varepsilon'=1/k$, and the general difference formula gives $\hbar(v_+-v_-)=2\gamma k^2\sin2\theta$. This is at most $2\times30\times0.0628=3.8$ meV nm, compared with $\hbar v=477$ meV nm, or 0.8 %. The numerical maximum is 0.79 %. The cubic part also opposes the linear one: to leading order the two together add $(\tfrac12\gamma k^2-\beta)k\sin2\theta$ to $s$, and here $\tfrac12\gamma k^2\approx0.9$ meV nm. The largest angle between the two velocities therefore falls to about 0.2°.

The branches must also be resolved. Their splitting at the Fermi circle is $2\alpha k\approx5.0$ meV. A rough low-temperature mobility of $2\times10^4$ cm²/Vs gives a collision broadening $\hbar/\tau=1.4$ meV, with $\tau$ the transport time; the lifetime of a single state can be shorter and the broadening larger. At 300 K, with a rough mobility of $10^4$ cm²/Vs, the broadening is 2.9 meV. Thermal energy is then 26 meV, and by a rough estimate a few percent of the electrons occupy the second subband. Temperature does not undo an equality that holds at each energy. A thermal average, however, covers many energies and more than one subband, and the two branches weight the energies differently, so their average speeds need not be equal. The full set of values is in the numerical output.

## Calculated quantities

```
mass: 0.040 m0
Rashba alpha: 10.0 meV nm
sheet density: 1.00e+12 cm^-2
hbar^2/m: 1.9050 eV nm^2
k_alpha: 0.00525 nm^-1
Rashba energy E_R: 0.0262 meV
density at which E_F meets crossing: 8.77e+08 cm^-2
Fermi energy above crossing: 59.79 meV
K: 0.25061 nm^-1
k upper branch: 0.24536 nm^-1
k lower branch: 0.25586 nm^-1
k difference at E_F: 0.01050 nm^-1
k difference at E_F/2: 0.01050 nm^-1
k difference relative to K: 4.19 %
hbar k/m upper: 7.1011e+07 cm/s
hbar k/m lower: 7.4050e+07 cm/s
spin part alpha/hbar: 1.5193e+06 cm/s
group speed upper (numerical): 7.2531e+07 cm/s
group speed lower (numerical): 7.2531e+07 cm/s
group speed from formula: 7.2531e+07 cm/s
group speed converted: 7.2531e+05 m/s
share of density of states, upper: 48.95 %
share of density of states, lower: 51.05 %
nonparabolicity a (rough): 2.0 eV^-1
nonparabolic Fermi energy, same density: 53.94 meV
nonparabolic speed upper, constant alpha: 6.0123e+07 cm/s
nonparabolic speed lower, constant alpha: 5.9140e+07 cm/s
nonparabolic speed difference: 9.831e+05 cm/s
leading-order estimate of it: 9.838e+05 cm/s
relative difference: 1.65 %
mean speed change by nonparabolicity: -17.8 %
speed, weakening splitting, upper: 5.9640e+07 cm/s
speed, weakening splitting, lower: 5.9640e+07 cm/s
well width: 15.0 nm
Dresselhaus gamma (rough): 30 meV nm^3
linear Dresselhaus beta: 1.32 meV nm
largest angle between velocities, linear only: 0.63 deg
largest speed difference with cubic part: 0.79 %
largest angle between velocities with cubic part: 0.19 deg
spin splitting 2 alpha k: 5.01 meV
mobility, low temperature (rough): 2.0e+04 cm2/Vs
broadening hbar/tau, low temperature: 1.45 meV
mobility, 300 K (rough): 1.0e+04 cm2/Vs
broadening hbar/tau, 300 K: 2.89 meV
second subband above first (hard walls): 103.8 meV
kT at 300 K: 25.85 meV
second-subband share at 300 K (estimate): 5.7 %
```
